# Langevin dynamics with noisy Monte Carlo forces: fluctuation-dissipation and heating: a numerical check

```python
"""Langevin dynamics with noisy forces: canonical sampling and heating.

Result under test: a force error of covariance C, drawn afresh at every time
step dt, acts as white noise of strength C*dt.  With friction matrix Gamma and
added noise of strength B, the canonical density is stationary if
    2 kT Gamma = C dt + B.
If C is ignored, an oscillator (mass m, Gamma = m*gamma) settles at
    kT_eff = kT + C dt / (2 m gamma).
Symbols: x position, p momentum, k spring constant, omega = sqrt(k/m).
Example units: eV, angstrom, fs; mass in eV fs^2/angstrom^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_discrete_lyapunov

rng = np.random.default_rng(12345)


def langevin_step(x, p, dt, mass, force, friction, impulse):
    """Half drift, kick with midpoint friction at fixed position, half drift."""
    y = x + 0.5 * dt * p / mass
    g = 0.5 * dt * friction(y) / mass
    p_new = ((1 - g) * p + dt * force(y) + impulse(y)) / (1 + g)
    return y + 0.5 * dt * p_new / mass, p_new


def oscillator_maps(dt, mass, spring, gamma):
    """Matrix of one step and response to a unit impulse, from the step itself."""
    def run(x, p, kick):
        return np.array(langevin_step(x, p, dt, mass, lambda y: -spring * y,
                                      lambda y: mass * gamma, lambda y: kick))
    return np.column_stack([run(1., 0., 0.), run(0., 1., 0.)]), run(0., 0., 1.)


def heating_curve(t, strength, mass, omega, gamma):
    """Excess energy at time t caused by unaccounted white noise."""
    big_omega = np.sqrt(omega**2 - gamma**2 / 4)
    bracket = 1 + gamma**2 / (2 * big_omega**2) * np.sin(big_omega * t)**2
    return strength / (2 * mass * gamma) * (1 - np.exp(-gamma * t) * bracket)


# --- Fokker-Planck equation, two coordinates, position-dependent friction ---
x1, x2, p1, p2 = sp.symbols("x1 x2 p1 p2", real=True)
m1, m2, kt = sp.symbols("m1 m2 kT", positive=True)
pos, mom, masses = (x1, x2), (p1, p2), (m1, m2)
pot = sp.Function("V")(x1, x2)
g11, g12, g22 = [sp.Function(n)(x1, x2) for n in ("g11", "g12", "g22")]
fric = sp.Matrix([[g11, g12], [g12, g22]])
rho = sp.exp(-(p1**2 / (2 * m1) + p2**2 / (2 * m2) + pot) / kt)


def fokker_planck(noise):
    out = 0
    for i in range(2):
        out += -mom[i] / masses[i] * sp.diff(rho, pos[i])
        out += sp.diff(pot, pos[i]) * sp.diff(rho, mom[i])
        for j in range(2):
            out += sp.diff(fric[i, j] * mom[j] / masses[j] * rho, mom[i])
            out += noise[i, j] * sp.diff(rho, mom[i], mom[j]) / 2
    return sp.simplify(sp.expand(out / rho))


assert fokker_planck(2 * kt * fric) == 0
assert fokker_planck(2 * kt * fric + sp.eye(2)) != 0

# --- Discrete friction-noise step: matrices that do not commute ---
mass_mat = np.diag([1.0, 2.5, 7.0])
kt_test, dt_test = 0.8, 0.6
r1, r2 = rng.normal(size=(2, 3, 3))
cov_force = r1 @ r1.T + 0.1 * np.eye(3)
added = r2 @ r2.T + 0.1 * np.eye(3)
gam = (cov_force * dt_test + added) / (2 * kt_test)
G = 0.5 * dt_test * gam @ np.linalg.inv(mass_mat)
inv = np.linalg.inv(np.eye(3) + G)
noise_cov = inv @ (cov_force * dt_test**2 + added * dt_test) @ inv.T
stationary = solve_discrete_lyapunov(inv @ (np.eye(3) - G), noise_cov)
matrix_error = np.max(np.abs(stationary - kt_test * mass_mat))
assert matrix_error < 1e-9

# --- Oscillator with a large step, force noise ignored ---
m, k, gamma, dt, kt0, cvar = 1.3, 2.1, 0.7, 0.6, 0.9, 1.7
step, resp = oscillator_maps(dt, m, k, gamma)
impulse_var = 2 * m * gamma * kt0 * dt + cvar * dt**2
cov = solve_discrete_lyapunov(step, impulse_var * np.outer(resp, resp))
kt_hot = kt0 + cvar * dt / (2 * m * gamma)
h2 = k / m * dt**2
assert abs(cov[0, 0] - kt_hot / k) < 1e-10
assert abs(cov[1, 1] - m * kt_hot / (1 - h2 / 4)) < 1e-10

# --- No friction: steady growth of the integrator's quadratic invariant ---
step0, resp0 = oscillator_maps(dt, m, k, 0.0)
cov = np.diag([kt0 / k, m * kt0])
form = np.array([k / 2, (1 - h2 / 4) / (2 * m)])
start = form @ np.diag(cov)
for _ in range(50):
    cov = step0 @ cov @ step0.T + cvar * dt**2 * np.outer(resp0, resp0)
growth = (form @ np.diag(cov) - start) / (50 * dt)
assert abs(growth - cvar * dt / (2 * m)) < 1e-10

# --- Transient heating against the moment equations ---
strength = 0.45


def moments(t, s):
    xx, xp, pp = s
    return [2 * xp / m, pp / m - k * xx - gamma * xp,
            -2 * k * xp - 2 * gamma * pp + strength]


times = np.array([0.3, 1.0, 2.5, 6.0])
sol = solve_ivp(moments, (0, 6), [0, 0, 0], t_eval=times,
                rtol=1e-10, atol=1e-12)
energy = k * sol.y[0] / 2 + sol.y[2] / (2 * m)
assert np.allclose(energy, heating_curve(times, strength, m, np.sqrt(k / m),
                                         gamma), rtol=1e-7)


# --- Anharmonic well V = x^2/2 + x^4/4, with m = kT = 1 ---
def well_force(x):
    return -x - x**3


grid = np.linspace(-6, 6, 801)
weight = np.exp(-grid**2 / 2 - grid**4 / 4)
weight /= weight.sum()
exact_x2 = weight @ grid**2
nodes, hw = np.polynomial.hermite_e.hermegauss(40)
hw = hw / hw.sum()


def one_step_defect(h):
    """Change of <x p> in one step from the canonical density, by quadrature."""
    def fr(y):
        return 0.5 + 0.4 * y**2 / (1 + y**2)
    total = 0.0
    for z in (-1.0, 1.0):  # two nodes are exact: x*p is quadratic in the noise
        xn, pn = langevin_step(grid[:, None], nodes[None, :], h, 1.0,
                               well_force, fr,
                               lambda y: z * np.sqrt(2 * fr(y) * h))
        total += 0.5 * weight @ (xn * pn) @ hw
    return total


defect_order = np.log2(one_step_defect(0.02) / one_step_defect(0.01))
assert abs(defect_order - 3) < 0.1

dt_well, base_friction = 0.1, 0.2


def well_noise(y):
    """Position-dependent variance of the force error."""
    return 16 * y**2 / (1 + y**2)


def simulate(corrected, walkers, steps, burn):
    def fr(y):
        extra = well_noise(y) * dt_well / 2 if corrected else 0.0
        return base_friction + extra

    def kick(y):
        err = np.sqrt(well_noise(y)) * rng.standard_normal(walkers)
        bath = np.sqrt(2 * base_friction * dt_well)
        return dt_well * err + bath * rng.standard_normal(walkers)

    x, p = np.zeros(walkers), rng.standard_normal(walkers)
    acc = 0.0
    for n in range(steps):
        x, p = langevin_step(x, p, dt_well, 1.0, well_force, fr, kick)
        if n >= burn:
            acc += np.mean(x * x)
    return acc / (steps - burn)


x2_corrected = simulate(True, 20000, 2000, 400)
x2_ignored = simulate(False, 10000, 800, 400)
assert abs(x2_corrected / exact_x2 - 1) < 0.015  # sampling and finite step
assert x2_ignored > 1.3 * exact_x2

# --- Worked example: model oscillator ---
ev = const.e
kb = const.k / ev
mass_u, period, temp, sigma, dt, gamma = 10.0, 500.0, 300.0, 0.2, 1.0, 1e-3
m = mass_u * const.atomic_mass / ev * (const.angstrom / 1e-15)**2
omega = 2 * np.pi / period
k = m * omega**2
kt0 = kb * temp
cvar = sigma**2
gamma_min = cvar * dt / (2 * m * kt0)
excess = cvar * dt / (2 * m * gamma * kb)
total_var = 2 * m * gamma * kt0 * dt
added_var = total_var - cvar * dt**2
assert added_var > 0
step, resp = oscillator_maps(dt, m, k, gamma)
outer = np.outer(resp, resp)
good = solve_discrete_lyapunov(step, (added_var + cvar * dt**2) * outer)
hot = solve_discrete_lyapunov(step, (total_var + cvar * dt**2) * outer)
t_good, t_hot = k * good[0, 0] / kb, k * hot[0, 0] / kb
assert abs(t_good - temp) < 1e-4
assert abs(t_hot - temp - excess) < 1e-4
quantum = const.hbar * omega * 1e15 / (const.k * temp)
quantum_ratio = quantum / 2 / np.tanh(quantum / 2)

print("MODEL OSCILLATOR: INPUTS")
print(f"mass = {mass_u:.1f} u = {m:.2f} eV fs^2/angstrom^2")
print(f"period = {period:.0f} fs, omega = {omega:.6f} 1/fs")
print(f"spring constant = {k:.5f} eV/angstrom^2")
print(f"target temperature = {temp:.0f} K, kT = {kt0:.6f} eV")
print(f"force noise (standard deviation) = {sigma:.2f} eV/angstrom")
print(f"time step = {dt:.1f} fs, friction rate = {gamma*1e3:.2f} 1/ps")
print(f"hbar omega / kT = {quantum:.4f}")
print(f"quantum mean energy / kT = {quantum_ratio:.5f}")
print("NOISE BALANCE")
print(f"C dt = {cvar*dt:.5f} eV^2 fs/angstrom^2")
print(f"2 m gamma kT = {2*m*gamma*kt0:.5f} eV^2 fs/angstrom^2")
print(f"added strength B = {added_var/dt:.5f} eV^2 fs/angstrom^2")
print(f"share of force noise in total = {cvar*dt**2/total_var:.4f}")
print(f"added noise as a force = {np.sqrt(added_var)/dt:.4f} eV/angstrom")
print(f"minimum friction rate = {gamma_min*1e3:.4f} 1/ps")
print("STATIONARY STATE (from covariance of the actual step)")
print(f"temperature from <x^2>, noise included = {t_good:.2f} K")
print(f"temperature from <x^2>, noise ignored = {t_hot:.2f} K")
print(f"excess by formula = {excess:.2f} K = {excess*kb:.6f} eV")
print(f"rms x, noise included = {np.sqrt(good[0, 0]):.4f} angstrom")
print(f"rms x, noise ignored = {np.sqrt(hot[0, 0]):.4f} angstrom")
print(f"heating rate without friction = {cvar*dt/(2*m)/kb*1e3:.2f} K/ps")
print(f"the same in energy = {cvar*dt/(2*m)*1e3:.6f} eV/ps")
print("EXCESS ENERGY / k_B, NOISE IGNORED: formula, actual step")
cov = np.zeros((2, 2))
for n in range(1, 5001):
    cov = step @ cov @ step.T + cvar * dt**2 * outer
    if n in (500, 1000, 2000, 5000):
        direct = (k * cov[0, 0] / 2 + cov[1, 1] / (2 * m)) / kb
        curve = heating_curve(n * dt, cvar * dt, m, omega, gamma) / kb
        assert abs(direct / curve - 1) < 1e-3
        print(f"t = {n*dt/1e3:.1f} ps: {curve:.2f} K, {direct:.2f} K")
print("CHECKS (dimensionless)")
print(f"matrix step: largest covariance error = {matrix_error:.1e}")
print(f"order of one-step defect in dt = {defect_order:.3f}")
print(f"anharmonic well <x^2>: quadrature = {exact_x2:.4f}")
print(f"anharmonic well <x^2>: noise included = {x2_corrected:.4f}")
print(f"anharmonic well <x^2>: noise ignored = {x2_ignored:.4f}")
print("verified")
```

It prints:

```
MODEL OSCILLATOR: INPUTS
mass = 10.0 u = 1036.43 eV fs^2/angstrom^2
period = 500 fs, omega = 0.012566 1/fs
spring constant = 0.16367 eV/angstrom^2
target temperature = 300 K, kT = 0.025852 eV
force noise (standard deviation) = 0.20 eV/angstrom
time step = 1.0 fs, friction rate = 1.00 1/ps
hbar omega / kT = 0.3199
quantum mean energy / kT = 1.00852
NOISE BALANCE
C dt = 0.04000 eV^2 fs/angstrom^2
2 m gamma kT = 0.05359 eV^2 fs/angstrom^2
added strength B = 0.01359 eV^2 fs/angstrom^2
share of force noise in total = 0.7464
added noise as a force = 0.1166 eV/angstrom
minimum friction rate = 0.7464 1/ps
STATIONARY STATE (from covariance of the actual step)
temperature from <x^2>, noise included = 300.00 K
temperature from <x^2>, noise ignored = 523.93 K
excess by formula = 223.93 K = 0.019297 eV
rms x, noise included = 0.3974 angstrom
rms x, noise ignored = 0.5252 angstrom
heating rate without friction = 223.93 K/ps
the same in energy = 0.019297 eV/ps
EXCESS ENERGY / k_B, NOISE IGNORED: formula, actual step
t = 0.5 ps: 88.11 K, 88.11 K
t = 1.0 ps: 141.55 K, 141.56 K
t = 2.0 ps: 193.63 K, 193.63 K
t = 5.0 ps: 222.42 K, 222.43 K
CHECKS (dimensionless)
matrix step: largest covariance error = 8.0e-15
order of one-step defect in dt = 2.988
anharmonic well <x^2>: quadrature = 0.4679
anharmonic well <x^2>: noise included = 0.4669
anharmonic well <x^2>: noise ignored = 0.7681
verified
```
